\section*{Scattering-Matrix Doubling for Thick Absorbing Multilayer Mirrors}

\section{Definitions and conventions}

A plane wave of angular frequency $\omega$ falls at normal incidence on a stack of flat layers. The field is the real part of $E(z)e^{-i\omega t'}$, where $t'$ is time. In atomic units $k_0=\omega/c=\alpha\omega$, with $\alpha$ the fine-structure constant. The materials are linear, isotropic and non-magnetic, so that
\begin{equation}
E''+k_0^2n^2(z)E=0,\qquad \operatorname{Im}n^2>0\ \text{in the layers}.
\label{eq:wave}
\end{equation}
With this time factor, a positive imaginary part of the refractive index $n$ means absorption.

A \emph{unit} is any part of the stack, regarded as having vacuum on both sides. Waves of amplitudes $a$ and $f$ enter from the left and right; waves $b$ and $g$ leave to the left and right:
\begin{equation}
\begin{pmatrix}b\\g\end{pmatrix}=S\begin{pmatrix}a\\f\end{pmatrix},\qquad
S=\begin{pmatrix}r&t\\t&s\end{pmatrix}.
\label{eq:S}
\end{equation}
The phases of $a,b$ refer to the left face and those of $f,g$ to the right face. The reflectance is $|r|^2$ and the transmittance $|t|^2$. The norm $\|\cdot\|$ is the largest singular value, and $\sigma=\|S\|$ for one bilayer.

\section{From one layer to the doubling rule}

At the face between vacuum and a layer, a unit wave produces a reflected wave $\rho$ and a transmitted wave $\tau$. Continuity of $E$ and $E'$ gives $1+\rho=\tau$ and $1-\rho=n\tau$, hence
\begin{equation}
\rho=\frac{1-n}{1+n},\qquad \tau=1+\rho .
\end{equation}
From inside the layer the same conditions give reflection $-\rho$ and transmission $1-\rho$. Let $\varphi=k_0nd$ for thickness $d$. Each round trip multiplies the inner wave by $\rho^2e^{2i\varphi}$, so summing the round trips gives
\begin{align}
r=s&=\rho-\frac{(1-\rho^2)\rho e^{2i\varphi}}{1-\rho^2e^{2i\varphi}}
=\frac{\rho(1-e^{2i\varphi})}{1-\rho^2e^{2i\varphi}},\\
t&=\frac{(1-\rho^2)e^{i\varphi}}{1-\rho^2e^{2i\varphi}} .
\end{align}

Two units 1 and 2 are joined through a vacuum gap of zero width, which changes no field. In the gap let $u_+$ travel right and $u_-$ left. Then
\begin{equation}
u_+=t_1a+s_1u_-,\qquad u_-=r_2u_++t_2f .
\end{equation}
For $f=0$, elimination gives $u_+=t_1a/D$ with $D=1-s_1r_2$, and $u_-=r_2u_+$. The outputs are $b=r_1a+t_1u_-$ and $g=t_2u_+$. For $a=0$ one finds $u_-=t_2f/D$, $u_+=s_1u_-$, $g=s_2f+t_2u_+$ and $b=t_1u_-$. Therefore
\begin{equation}
r=r_1+\frac{t_1^2r_2}{D},\quad s=s_2+\frac{t_2^2s_1}{D},\quad t=\frac{t_1t_2}{D}.
\label{eq:join}
\end{equation}
The transmission is the same in both directions, so $S$ stays symmetric. Joining layer $A$ to layer $B$ gives the bilayer. Joining two equal units gives the doubling
\begin{equation}
r\leftarrow r\Bigl(1+\frac{t^2}{D}\Bigr),\quad
s\leftarrow s\Bigl(1+\frac{t^2}{D}\Bigr),\quad
t\leftarrow\frac{t^2}{D},\quad D=1-rs ,
\label{eq:double}
\end{equation}
where all right-hand sides use the old values. After $p$ doublings the unit holds $N=2^p$ bilayers. The ratio $r/s$ does not change.

In a thick stack $t$ falls below the smallest representable number. It is therefore stored as $\lambda=\ln t$, updated by
\begin{equation}
\lambda\leftarrow2\lambda-\ln D .
\end{equation}
The factor $t^2=e^{2\lambda}$ in (\ref{eq:double}) may then underflow to zero. This is harmless to $r$ and $s$, since the omitted term is far below their last digit, while $\lambda$ retains the size of $t$.

\section{Closed form and rate of convergence}

Solving (\ref{eq:S}) for the right-hand waves, $f=(b-ra)/t$ and $g=ta+sf$, gives
\begin{equation}
\begin{pmatrix}g\\f\end{pmatrix}=M\begin{pmatrix}a\\b\end{pmatrix},\qquad
M=\frac1t\begin{pmatrix}t^2-rs&s\\-r&1\end{pmatrix},\qquad\det M=1 .
\label{eq:M}
\end{equation}
The transfer matrix of $N$ bilayers is $M^N$. The eigenvalues of $M$ are $x$ and $1/x$.

To exclude $|x|=1$, consider the flux $J=\operatorname{Im}(E^*E')/k_0$. By (\ref{eq:wave}),
\begin{equation}
\frac{dJ}{dz}=\frac{\operatorname{Im}(|E'|^2+E^*E'')}{k_0}=-k_0\operatorname{Im}(n^2)|E|^2 .
\label{eq:flux}
\end{equation}
In vacuum $J$ is the squared amplitude of the right-going wave minus that of the left-going wave; the cross terms in $E^*E'$ are real and drop out. An eigenvector with $|x|=1$ would have equal flux at both ends of the bilayer, contradicting absorption. We choose $|x|<1$ and define $\kappa=-\ln|x|$, the decay exponent of the field per bilayer.

For the decaying eigenvector, $J(1-|x|^2)$ is the absorbed power, so $J>0$ at the left face. The vector can thus be written $(1,r_\infty)$ with $|r_\infty|<1$: this is the field of a semi-infinite stack. The second row of (\ref{eq:M}) gives $-r+r_\infty=xtr_\infty$. The other eigenvector, $(s_\infty,1)$, describes a stack extending to the left. Its first row reads $(t^2-rs)s_\infty+s=ts_\infty/x$. The trace condition $t^2-rs+1=t(x+1/x)$ turns this into $s=(1-tx)s_\infty$. Hence
\begin{equation}
r_\infty=\frac r{1-tx},\qquad s_\infty=\frac s{1-tx} .
\end{equation}

Let $P=r_\infty s_\infty$ and $X=x^N$. Diagonalization gives
\begin{align}
M^N&=\frac1{1-P}
\begin{pmatrix}1&s_\infty\\r_\infty&1\end{pmatrix}
\begin{pmatrix}X&0\\0&X^{-1}\end{pmatrix}
\begin{pmatrix}1&-s_\infty\\-r_\infty&1\end{pmatrix}\nonumber\\
&=\frac1{1-P}
\begin{pmatrix}X-P/X&s_\infty(1/X-X)\\r_\infty(X-1/X)&1/X-PX\end{pmatrix}.
\label{eq:power}
\end{align}
From (\ref{eq:M}), $t_N=1/(M^N)_{22}$ and $r_N=-(M^N)_{21}/(M^N)_{22}$, so
\begin{equation}
r_N=r_\infty\frac{1-X^2}{1-PX^2},\qquad t_N=\frac{(1-P)X}{1-PX^2},
\label{eq:closed}
\end{equation}
and $s_N=(s_\infty/r_\infty)r_N$. This holds for any whole $N$. To see what a doubling does, insert (\ref{eq:closed}) in $D$:
\begin{align}
1-r_Ns_N&=\frac{(1-PX^2)^2-P(1-X^2)^2}{(1-PX^2)^2}\nonumber\\
&=\frac{1-P-PX^4+P^2X^4}{(1-PX^2)^2}
=\frac{(1-P)(1-PX^4)}{(1-PX^2)^2}.
\end{align}
Then $t_N^2/D=(1-P)X^2/(1-PX^4)$, which is $t_N$ with $X$ replaced by $X^2$. The distance from the semi-infinite limit is
\begin{equation}
r_\infty-r_N=r_\infty\frac{(1-PX^2)-(1-X^2)}{1-PX^2}
=r_\infty\frac{(1-P)X^2}{1-PX^2}.
\label{eq:conv}
\end{equation}
Once $|X|$ is small, each doubling squares $X^2$: the convergence in $p$ is quadratic.

The opposite limit is a stack too thin to saturate. If $|r|$ and $|s|$ are small and $t^2\approx1$, then (\ref{eq:double}) gives $r\leftarrow2r$, and the reflectance grows fourfold per doubling. This is coherent addition of weak reflections.

\section{Error analysis}

\subsection{Bounds on the amplitudes and denominators}

Integrating (\ref{eq:flux}) through a unit gives
\begin{equation}
|a|^2+|f|^2-|b|^2-|g|^2=k_0\int\operatorname{Im}(n^2)|E|^2\,dz>0
\end{equation}
for any non-zero input. The output is thus smaller than the input for every input of unit size. These inputs form a closed bounded set, so the largest output is also below one: $\sigma<1$.

Now join $N$ bilayers. Collect the waves entering all of them in a vector $A$, those leaving them in $B$, and the external inputs and outputs in $v$ and $w$. A wave leaving one bilayer at an inner plane enters its neighbour, so inner waves cancel in the balance:
\begin{equation}
|v|^2-|w|^2=|A|^2-|B|^2\ge(1-\sigma^2)|A|^2 .
\label{eq:balance}
\end{equation}
Since $A$ includes the external inputs, $|A|\ge|v|$, and $|w|\le\sigma|v|$ follows. At every level, therefore,
\begin{equation}
\|S_N\|\le\sigma,\qquad |r_N|,|s_N|,|t_N|\le\sigma,\qquad |D|\ge1-\sigma^2 .
\end{equation}
The amplitudes $r$, $s$ and $t$ cannot overflow. Since also $|D|\ge1-|r||s|$, a denominator near zero requires a unit that reflects almost everything from both sides, which an opaque metal layer can do. The quantity $1-\sigma^2$ is the smallest absorbed fraction over all inputs from both sides. It can be far below the absorption of a wave from one side: a very thin film can absorb half of a one-sided wave and almost nothing of a pair of waves with a node at the film. The bounds then hold but say little.

\subsection{Propagation of errors}

Suppose that $S$ has a small error $\delta S$, repeated in every bilayer. Let $\mathcal S$ be block diagonal with $N$ copies of $S$. Let $C$ connect inner outputs to inner inputs, and let $F$ insert the external inputs:
\begin{equation}
B=\mathcal SA,\qquad A=CB+Fv,\qquad w=F^TB .
\end{equation}
The matrix $C$ is symmetric, because two ports that share a plane feed each other. Hence $A=Wv$ with $W=(1-C\mathcal S)^{-1}F$. The inverse exists, since (\ref{eq:balance}) with $v=0$ forces $A=0$. Thus $S_N=F^T\mathcal SW$, and to first order
\begin{align}
\delta S_N&=F^T\bigl[1+\mathcal S(1-C\mathcal S)^{-1}C\bigr]\delta\mathcal S\,W\nonumber\\
&=F^T(1-\mathcal SC)^{-1}\delta\mathcal S\,W=W^T\delta\mathcal S\,W .
\end{align}
The second line uses $\mathcal S(1-C\mathcal S)^{-1}=(1-\mathcal SC)^{-1}\mathcal S$, and the last step the symmetry of $\mathcal S$ and $C$. By (\ref{eq:balance}), $(1-\sigma^2)|Wv|^2\le|v|^2$, so $\|W\|^2\le1/(1-\sigma^2)$ and
\begin{equation}
\|\delta S_N\|\le\frac{\|\delta S\|}{1-\sigma^2}\qquad\text{(first order), for every }N .
\label{eq:amp}
\end{equation}

Rounding adds a fresh error $\eta_q$ at each level $q$. The unit at that level also has norm at most $\sigma$, so (\ref{eq:amp}) applies to it. The accumulated error is at most
\begin{equation}
\frac{\eta_0+\eta_1+\dots+\eta_p}{1-\sigma^2}
\end{equation}
to first order. If the $\eta_q$ share a common bound, this grows no faster than $p+1$, that is, with the logarithm of the number of bilayers. For $|D|$ of order one, the arithmetic of (\ref{eq:double}) contributes to $\eta_q$ a modest multiple of the unit roundoff $u\approx1.1\times10^{-16}$; for small $|D|$ this part can be larger by a factor of order $1/|D|$. The stored $\lambda$ adds a second part. Its size grows as $N$, and so does its rounding error, which enters $S_N$ multiplied by $|t_N|\sim e^{-\kappa N}$. Since $Ne^{-\kappa N}\le1/(e\kappa)$, this part is bounded independently of $N$, but it can reach order $u|\lambda_0|/\kappa$, where $\lambda_0$ is the value stored for one bilayer. This is of order $u/\kappa$ when $|\lambda_0|$ is of order one, and larger when the bilayer is many wavelengths thick and its full phase is stored. In the example below the largest $\eta_q$ is of order $10u$; at 80 eV with the imaginary parts of the indices reduced $10^4$-fold it is several times $10^5u$, although $|D|$ stays above 0.96.

\subsection{What fails without absorption}

As absorption vanishes, $\sigma\to1$ and (\ref{eq:amp}) gives no finite bound. Errors can then really grow. In a pass band of a lossless stack $x=e^{i\theta}$ with real $\theta$, and an error $\delta\theta$ changes $X$ by $iNX\,\delta\theta$: the error in $S_N$ grows in proportion to $N$. In a lossless stop band $X$ still decays, and the loss of the bound does not by itself imply growth.

\section{Range and cancellation in transfer matrices}

For large $N$, (\ref{eq:power}) gives $|(M^N)_{22}|\approx e^{N\kappa}/|1-P|$. With $\Omega$ the largest double-precision number, $\ln\Omega=709.78$, overflow is expected at
\begin{equation}
N_*=\frac{\ln\Omega+\ln|1-P|}{\kappa}.
\label{eq:threshold}
\end{equation}
The estimate is not exact. The partial products formed in one multiplication by $M$ reach about $|x/t|$ times the result, with $t$ the transmission of one bilayer, so for $|x/t|>1$ overflow can come earlier by up to about $\ln|x/t|/\kappa$ bilayers; in the example below $|x/t|=0.94$. Overflow is a fault of number range. The reflectance needs the ratio of two elements of $M^N$, which is unaffected if the matrix is divided by its largest element after each multiplication. A rescaled product is therefore a sound alternative for this purpose, provided the matrix of one bilayer is itself within range; a single sufficiently thick absorbing layer already overflows it. This holds for one channel only. With several coupled channels, as in anisotropic layers, whose decay exponents differ by $\Delta\kappa$, the more slowly growing solution is lost in rounding once $e^{-N\Delta\kappa}$ approaches $u$, and a common rescaling does not recover it.

A different fault appears when the reflected amplitude is found first and the field is then carried down through the stack:
\begin{equation}
t_N=(M^N)_{11}+(M^N)_{12}r_N .
\label{eq:down}
\end{equation}
By (\ref{eq:power}) and (\ref{eq:closed}), both terms are of order $|P|/|t_N|$ for large $N$, while their sum is $t_N$. Rounding leaves an error of a modest multiple of $u|P|/|t_N|$, so the result is worthless once $|t_N|^2$ falls to roughly $u|P|$. For a strongly reflecting stack, as in the example below where $|P|=0.75$, this is $|t_N|^2\lesssim u$; for a weakly reflecting stack the failure comes later. Rescaling does not restore the cancelled digits. The expression $t_N=1/(M^N)_{22}$ avoids the subtraction.

\section{Worked example: an extreme-ultraviolet mirror}

The photon energy is 92 eV, a vacuum wavelength of 13.4765 nm. Layer $A$ has $n=0.920+0.006i$ and thickness 2.80 nm; layer $B$ has $n=0.999+0.002i$ and thickness 4.15 nm. With $k_0=2\pi/13.4765=0.4662$ nm$^{-1}$, the real phases are
\begin{equation}
0.4662\,(0.920\times2.80+0.999\times4.15)=1.201+1.933=3.134 .
\end{equation}
This is close to $\pi$, so reflections from successive bilayers nearly add in phase. One bilayer has
\begin{align}
r&=0.0696-0.0311i,\qquad s=-0.0721-0.0226i,\nonumber\\
t&=-0.9856+0.0061i .
\end{align}
It absorbs $1-|r|^2-|t|^2=1-0.0058-0.9715=0.0227$ of a wave incident from the front. Direct numerical integration of (\ref{eq:wave}) through one bilayer and through eight reproduces $r$ and $t$ to within $10^{-8}$.

The decay exponent is $\kappa=0.07737$, and $r_\infty=0.7805-0.3806i$, a limiting reflectance of 0.754. The doublings give:
\begin{center}
\begin{tabular}{rrrr}
$p$&$N$&$|r_N|^2$&$|r_\infty-r_N|$\\
0&1&0.0058&$7.9\times10^{-1}$\\
1&2&0.0225&$7.2\times10^{-1}$\\
3&8&0.2577&$3.6\times10^{-1}$\\
5&32&0.7358&$1.1\times10^{-2}$\\
6&64&0.7539&$7.6\times10^{-5}$\\
7&128&0.7540&$3.8\times10^{-9}$\\
8&256&0.7540&$4.0\times10^{-15}$
\end{tabular}
\end{center}
The first doubling multiplies the reflectance by 3.865, near the coherent factor of four. From $p=5$ to $p=7$ the distance shrinks quadratically. At $p=8$, (\ref{eq:conv}) predicts about $10^{-17}$; the entry there is rounding error in the two numbers compared. It stays the same at $p=20$, for 1,048,576 bilayers.

\paragraph{Stability.} Here $\sigma=0.9925$, so $1-\sigma^2=0.0149$ and errors can be amplified at most 67-fold. Thirty random errors of size $10^{-8}$, tried at each $p$ from 0 to 20, were amplified at most 11.3-fold. The smallest $|D|$ met in the doublings was 1.006 at 92 eV and 0.837 at 88 eV; the guaranteed floor at 92 eV is 0.0149. Against 60-digit arithmetic at 92 and 88 eV, for $p=0,6,14,20$, the largest error of $r$ or $s$ was $5.8\times10^{-15}$, and the largest relative error of $\ln|t|$ was $2.0\times10^{-14}$. The relative error of $t_N$ itself is the absolute error of $\lambda$ and grows in proportion to $N$: at 92 eV the phase of $t_N$ is off by about $3\times10^{-10}$ at $p=20$ and is lost near $p=52$. The bound (\ref{eq:amp}) concerns absolute errors and does not exclude this.

As a control, absorption was removed and the photon energy moved to 80 eV, with thicknesses and real indices held fixed. The amplification rose from 242 at $p=8$ to 16,780 at $p=14$. That is a factor of 69 for 64 times as many bilayers, in keeping with growth proportional to $N$.

\paragraph{Transfer matrices.} From $r_\infty$ and $s_\infty=-0.8297-0.2305i$ one obtains $|1-P|=1.741$, and (\ref{eq:threshold}) gives
\begin{equation}
N_*=\frac{709.78+0.554}{0.07737}\approx9181 .
\end{equation}
Multiplying bilayer by bilayer, the first non-finite product occurs at 9184. Real and imaginary parts overflow separately, and the larger of them is at least $1/\sqrt2$ of the modulus, so a delay of up to about $\ln\sqrt2/\kappa\approx4.5$ bilayers is possible. Repeated squaring still gives 0.754 at $p=13$ but no number at $p=14$. With rescaling it gives 0.754 at $p=20$.

The cancellation in (\ref{eq:down}) sets in much earlier. At $p=6$ it returns the correct $|t|=0.0123$. At $p=8$ it returns $5.4\times10^{-8}$ instead of $4.4\times10^{-9}$, and at $p=10$ it returns $9.0\times10^{17}$ instead of $6.8\times10^{-35}$. These wrong values are rounding noise: they change by a factor of a few with the order of operations, and only their size, about $u/|t_N|$, is meaningful.

\paragraph{The real case.} The parameters are rough typical values for molybdenum/silicon mirrors, which have some tens of bilayers and reflect, roughly, a little under 0.7. The 64-bilayer stack, 445 nm thick, has a comparable number of bilayers, but its ideal model reflectance of 0.754 is higher. This value is sensitive to the rough indices: with $n_A=0.9238+0.0064i$ and $n_B=0.9990+0.0018i$ and the same thicknesses it is 0.736. The stack with $p=14$, about 113,900 nm thick, is a numerical trial and not a practical coating. Real interfaces are graded: an rms width of 0.5 nm lowers the model reflectance from 0.744 to 0.720, both for a repeat cell that begins in the middle of layer $B$. A 2.5 nm cap of index $0.89+0.017i$, laid directly on the top layer $A$ with all other layers unchanged, lowers it from 0.754 to 0.639. The cap absorbs, and by (\ref{eq:join}) its own reflection also adds coherently to the wave returned by the stack, so its effect depends on the phase of that wave. Real caps are usually laid on silicon: on a stack with a 4.15 nm layer $B$ on top, the same cap changes the model reflectance only from 0.741 to 0.740. The thickness of that top layer matters: the capped value is 0.643 for 1.0 nm, 0.749 for 3.5 nm and 0.682 for 5.5 nm, while the uncapped value stays between 0.740 and 0.748. The large drop is thus a result of where the cap sits relative to the stack, not a fixed cost of a cap. Independent thickness errors of 0.05 nm rms give, over 100 samples, a mean of 0.752 (uncertain by about 0.0005) with a spread of 0.005. They also make the bilayers unequal, so (\ref{eq:join}) must then be applied one layer at a time. At 6 degrees and $s$ polarization, with thicknesses fixed, the reflectance rises to 0.763: this stack is not tuned for its maximum at normal incidence. A substrate of index $n_B$ changes the result by $3\times10^{-7}$.

\section*{Computed values}
\begin{verbatim}
photon energy: 92.0 eV
vacuum wavelength: 13.4765 nm
index A: 0.920 + 0.006i (rough)
index B: 0.999 + 0.002i (rough)
thickness A, B: 2.80, 4.15 nm
one bilayer r: 0.069585 -0.031100i
one bilayer s: -0.072111 -0.022649i
one bilayer t: -0.985642 +0.006103i
absorbed fraction, one bilayer, front incidence: 0.022663
Bloch factor x: -0.925546 -0.002757i
field decay kappa per bilayer: 0.077367
semi-infinite r_inf: 0.780490 -0.380581i
semi-infinite s_inf: -0.829696 -0.230463i
semi-infinite reflectance: 0.754006
p, bilayers, reflectance, |r_inf-r|, log10 transmittance:
   0        1 0.005809 7.92e-01 -0.0125
   1        2 0.022453 7.19e-01 -0.0300
   2        4 0.082158 5.82e-01 -0.0791
   3        8 0.257723 3.61e-01 -0.2255
   4       16 0.560635 1.20e-01 -0.6466
   5       32 0.735769 1.06e-02 -1.6736
   6       64 0.753881 7.56e-05 -3.8195
   7      128 0.754006 3.78e-09 -8.1203
   8      256 0.754006 3.99e-15 -16.7219
  13     8192 0.754006 3.99e-15 -550.0254
  14    16384 0.754006 3.99e-15 -1100.5322
  20  1048576 0.754006 3.99e-15 -70464.3918
thickness of 2^6 bilayers: 444.8 nm
thickness of 2^14 bilayers: 113869 nm
sigma of one bilayer: 0.992502
guaranteed floor of |D|, 1-sigma^2: 0.014940
smallest |D| met, p = 0 to 20: 1.005722
error amplification bound: 66.93
largest amplification found, p = 0 to 20: 11.31
amplification found at p = 20: 11.29
lossless control at 80 eV, p = 8, 14: 242.1, 16780.1
largest error of r, s against 60 digits: 5.8e-15
largest relative error of ln|t|: 2.0e-14
predicted overflow threshold: 9181.3 bilayers
first non-finite sequential product: 9184 bilayers
first non-finite squaring: p = 14
transfer reflectance, p = 13, 14: 0.754006, nan
rescaled transfer reflectance, p = 20: 0.754006
|t| at p = 6, doubling / downward field: 1.231e-02 / 1.231e-02
|t| at p = 8, doubling / downward field: 4.355e-09 / 5.373e-08
|t| at p = 10, doubling / downward field: 6.824e-35 / 9.007e+17
graded interfaces, rms 0.5 nm: R 0.7436 -> 0.7204
random layer errors, rms 0.05 nm: mean R 0.7524, spread 0.0052
incidence at 6 degrees, s polarization: R 0.7629
cap 2.5 nm, index 0.89 + 0.017i: R 0.6394
substrate of index B: change of R 2.7e-07
\end{verbatim}
